\section*{Does resist dissolution rate follow the deprotected fraction in proportion?}

\section{The argument under comment}

The argument concerns a positive resist, in which exposure and baking convert protected groups of the polymer into groups that the developer can dissolve. Let $x$ be the converted (deprotected) fraction at the dissolving surface, $0\le x\le 1$, and let $R$ be the speed at which the surface recedes. The argument runs as follows.

\begin{quote}
Deprotection makes groups soluble. The number of soluble groups at the surface is proportional to $x$, so the dissolution rate is $R=Px$ with a constant $P$. Take a film of thickness $60$~nm, with $x=0.6$ in the bright region and $x=0.3$ in the dark region. When the bright region has just cleared, the dark region has lost half its thickness. A usable pattern therefore needs almost no deprotection in the dark.
\end{quote}

The first two statements are sound, and the arithmetic that follows from $R=Px$ is correct. The step that needs examination is the word ``so'': does a number of soluble groups proportional to $x$ imply a removal rate proportional to $x$?

\section{What proportionality commits one to}

If $R=Px$, two conversions give
\begin{equation}
\frac{R_2}{R_1}=\frac{Px_2}{Px_1}=\frac{x_2}{x_1}.
\end{equation}
The constant cancels, so no choice of $P$ can make the rate change by more than the conversion does. The bright film of thickness $d$ clears in the time $d/(Px_{\rm bright})$, during which the dark film loses
\begin{equation}
Px_{\rm dark}\,\frac{d}{Px_{\rm bright}}=d\,\frac{x_{\rm dark}}{x_{\rm bright}}
=60\ \mathrm{nm}\times\frac{0.3}{0.6}=30\ \mathrm{nm}.
\end{equation}

A convenient measure of the response is the logarithmic slope
\begin{equation}
s=\frac{d\ln R}{d\ln x}=\frac{x}{R}\frac{dR}{dx},
\end{equation}
the relative change of rate per relative change of conversion. It equals 1 for $R=Px$. Adding a background rate $R_0\ge 0$ does not help, since $R=R_0+Px$ gives $s=Px/(R_0+Px)\le 1$. Practical resists can change their rate by orders of magnitude over a limited range of $x$. Neither law can describe that.

\section{Where the inference fails}

Counting soluble groups is not the same as counting removal events. A polymer segment held by several protected groups may stay in the film although some of its groups have been converted. Suppose that a removal event needs $n$ particular neighbouring groups to be converted together. If the groups convert independently, each with probability $x$, the probabilities multiply:
\begin{equation}
\Pr(\text{all } n \text{ converted})=x^n .
\end{equation}
The mean number of soluble groups is still proportional to $x$, but the number of removable sites is not, unless $n=1$.

Independence matters here. Suppose instead that groups along a chain convert in whole blocks of $n$, each block with probability $x$. A window of $n$ neighbours, placed at random, coincides with one block with probability $1/n$ and is then fully converted with probability $x$. Otherwise it straddles two blocks, and both must be converted, with probability $x^2$. Hence
\begin{equation}
\Pr(\text{all } n \text{ converted})=\frac{x}{n}+\left(1-\frac1n\right)x^2 .
\end{equation}
For $n=4$ and $x=0.3935$, independent groups give $x^4=0.0240$, while blocks give $0.2145$. The mean conversion is the same and the number of removable sites differs about ninefold. The mean $x$ alone therefore does not determine the rate; the arrangement of the converted groups enters too.

In what follows the groups are taken as independent. For a real polymer $n$ should be read as an effective exponent to be fitted to rate data, not as a literal count of groups.

\section{The rate with developer transport included}

The power $x^n$ cannot be the whole story, because developer must also reach the surface. Let its concentration be $c_b$ in the bulk liquid and $c_s$ at the surface, separated by a diffusion layer of thickness $L$ and diffusivity $\mathcal D$. In the steady state the concentration profile across the layer is linear, so the flux towards the surface is
\begin{equation}
J=\frac{\mathcal D}{L}(c_b-c_s)=k_D(c_b-c_s),\qquad k_D=\frac{\mathcal D}{L}.
\end{equation}
The steady state requires two things. The surface must move little compared with $L$ during the diffusion time $L^2/\mathcal D$, that is, $RL/\mathcal D\ll1$. The profile must also form early in the development of a film of thickness $d$, that is, $L^2/\mathcal D\ll d/R$, or $RL/\mathcal D\ll d/L$. For a film thinner than the diffusion layer the second condition is the stricter one. Both are assumed to hold below; the last section returns to what this demands.

The surface consumes developer at a rate proportional to its concentration there and to the density of removable sites, $J=k_Rc_sx^n$. In the steady state supply equals consumption:
\begin{align}
k_D(c_b-c_s)&=k_Rc_sx^n,\\
k_Dc_b&=c_s\,(k_D+k_Rx^n),\\
\frac{c_s}{c_b}&=\frac{a}{a+x^n},\qquad a=\frac{k_D}{k_R}.
\end{align}
The last line follows on dividing numerator and denominator by $k_R$. Inserting $c_s$ into the consumption law and using $k_Ra=k_D$ gives
\begin{equation}
J=k_Rx^n\,\frac{a\,c_b}{a+x^n}=k_Dc_b\,\frac{x^n}{a+x^n}.
\end{equation}
Let each unit of consumed developer remove a fixed volume $v$ of resist, so that this path contributes $vJ$ to the rate. This assumes that the receding surface keeps the removable fraction $x^n$ of the bulk, which is a strong assumption. Removable sites leave first, so the surface tends to fill with unremovable ones. If each event carries $m$ neighbouring sites away with it, it removes on average $1+mp$ removable sites and exposes $(m+1)x^n$ new ones, where $p$ is the removable fraction at the surface. Balancing the two, with correlations and background removal neglected, gives $p=x^n-(1-x^n)/m$. This is close to $x^n$ only if $mx^n\gg1$, and the surface blocks if $(m+1)x^n\le1$. For large $n$, where $x^n$ is small, that would need events of hundreds or thousands of sites, so the factor $x^n$ is then an empirical form rather than a derived one. Call the value of $vJ$ at $x=1$ $R_{\max}=vk_Dc_b/(1+a)$; then $vk_Dc_b=(1+a)R_{\max}$. A slow background removal $R_{\min}$, independent of $x$, is added. The result is
\begin{equation}
R(x)=R_{\min}+R_{\max}\frac{(1+a)\,x^n}{a+x^n}.
\label{eq:rate}
\end{equation}
With this convention the full rate at $x=1$ is $R_{\max}+R_{\min}$.

Two limits show what the argument has assumed. If $a\gg1$, developer supply is never the bottleneck, and $R-R_{\min}\to R_{\max}x^n$. Proportionality then follows if also $n=1$ and the background is negligible. If instead $a\ll1$, the rate levels off once $x^n\gg a$: nearly every developer molecule that arrives is consumed, and further conversion hardly matters.

\section{How steep the response is, and where}

From Eq.~\eqref{eq:rate}, $\ln(R-R_{\min})=\text{const}+n\ln x-\ln(a+x^n)$. Since $dx^n/d\ln x=nx^n$,
\begin{equation}
\frac{d\ln(R-R_{\min})}{d\ln x}=n-\frac{nx^n}{a+x^n}=\frac{na}{a+x^n}.
\end{equation}
The background is constant, so $dR=d(R-R_{\min})=(R-R_{\min})\,d\ln(R-R_{\min})$. Dividing by $R$,
\begin{equation}
s=\frac{R-R_{\min}}{R}\;\frac{na}{a+x^n}.
\label{eq:slope}
\end{equation}
Both $(R-R_{\min})/R$ and $a/(a+x^n)$ are at most 1, so $s$ cannot exceed $n$. The first factor suppresses the slope at low conversion, where background dominates; the second suppresses it at high conversion, where transport dominates.

For $a\ll1$ the width of the steep window can be estimated. Its upper edge is near $x^n=a$. Well below that edge $R-R_{\min}\approx R_{\max}x^n/a$, which equals the background at $x^n=aR_{\min}/R_{\max}$. The two edges differ in $x$ by the factor $(R_{\max}/R_{\min})^{1/n}$: a large $n$ compresses the available range of rates into a narrow range of conversion.

On a linear plot the steepest point is elsewhere. Differentiating the fraction in Eq.~\eqref{eq:rate},
\begin{equation}
\frac{d}{dx}\frac{x^n}{a+x^n}
=\frac{nx^{n-1}(a+x^n)-x^n\,nx^{n-1}}{(a+x^n)^2}
=\frac{na\,x^{n-1}}{(a+x^n)^2}.
\end{equation}
For $n>1$ this is largest where its logarithmic derivative vanishes:
\begin{align}
n-1-\frac{2nx^n}{a+x^n}&=0,\\
(n-1)(a+x^n)&=2nx^n,\\
x_i^n&=\frac{n-1}{n+1}\,a .
\end{align}
The left side of the first line decreases steadily from $n-1>0$ as $x$ grows, so the point is a maximum. It lies in the physical range if $x_i<1$.

\section{The two regions again}

Take a model resist with $n=12$, $x_i=0.6$, $R_{\max}=100$~nm/s and $R_{\min}=0.01$~nm/s. Let both regions be wide compared with $L$, so that each has its own surface concentration $c_s$; narrow neighbouring regions would share developer, and their rates would differ from those below. Then $a=(13/11)(0.6)^{12}=0.002573$. The table compares Eq.~\eqref{eq:rate} with a proportional law that has the same rate at $x=1$.

\begin{center}
\begin{tabular}{ccccc}
$x$ & $R$ (nm/s) & $Px$ (nm/s) & $s$ & $c_s/c_b$\\
0.2 & 0.0102 & 20.0 & 0.19 & 1.000\\
0.3 & 0.0307 & 30.0 & 8.09 & 1.000\\
0.4 & 0.660 & 40.0 & 11.74 & 0.994\\
0.5 & 8.70 & 50.0 & 10.95 & 0.913\\
0.6 & 45.96 & 60.0 & 6.50 & 0.542\\
0.8 & 96.65 & 80.0 & 0.43 & 0.036\\
1.0 & 100.01 & 100.0 & 0.03 & 0.003
\end{tabular}
\end{center}

Between $x=0.3$ and $x=0.6$ the rate grows by a factor of 1497, not 2. The factor can be traced. The power law alone would give $2^{12}=4096$. Developer depletion at $x=0.6$ multiplies this by $0.542$. The background, which supplies $0.0100$ of the $0.0307$~nm/s at $x=0.3$, multiplies it by a further $0.0207/0.0307=0.67$. The product is about 1500.

The bright region clears in $60/45.96=1.305$~s. In that time the dark region loses $0.0307\times1.305=0.040$~nm, where the argument predicted 30~nm. Even after 30~s of development the dark loss is $0.0307\times30=0.92$~nm. In this model a dark conversion of $0.3$ is tolerable, and the conclusion of the argument fails along with its premise.

The conversion needed for a given rate follows by solving Eq.~\eqref{eq:rate}. With $q=(R-R_{\min})/R_{\max}$,
\begin{align}
q(a+x^n)&=(1+a)x^n,\\
qa&=(1+a-q)\,x^n,\\
x&=\left(\frac{aq}{1+a-q}\right)^{1/n}.
\label{eq:inverse}
\end{align}
For $R=0.1$~nm/s, $q=0.0009$ and $x=0.339$; for $R=10$~nm/s, $q=0.0999$ and $x=0.506$. A hundredfold change of rate thus takes a 1.49-fold change of conversion. A proportional law would require a hundredfold change.

\section{A consequence for the dose response}

The same distinction appears in a measurement of the film thickness left after a fixed development time $t$, as a function of exposure dose $E$. Let the conversion be uniform in depth. Up to clearing, the remaining fraction is $\tau=1-Rt/d$. Define the contrast $\gamma$ as $-d\tau/d\ln E$, taken as the clearing dose is approached from below:
\begin{equation}
\gamma=\frac{t}{d}\frac{dR}{d\ln E}=\frac{Rt}{d}\,\frac{d\ln R}{d\ln E}
=\frac{d\ln R}{d\ln E}=s\,g,\qquad g=\frac{d\ln x}{d\ln E}.
\end{equation}
The third equality uses $Rt/d=1$ at clearing. A slope per decade of dose would be larger by $\ln10$.

Let exposure produce the relative acid amount $h=1-e^{-CE}$, and let the bake convert groups at a rate of first order in acid and in the groups still protected, without acid loss. With bake time $t_b$ and rate constant $k$ this means $dx/dt_b=kh(1-x)$, which, starting from $x=0$, gives $x=1-e^{-Kh}$ with $K=kt_b$. For any function $1-e^{-u}$,
\begin{equation}
\frac{d\ln(1-e^{-u})}{d\ln u}=\frac{u\,e^{-u}}{1-e^{-u}}=\frac{u}{e^u-1}<1\qquad(u>0),
\end{equation}
because $e^u>1+u$. Applying the chain rule to the two stages,
\begin{equation}
g=\frac{Kh}{e^{Kh}-1}\;\frac{CE}{e^{CE}-1}<1 .
\end{equation}
With these kinetics a proportional resist, for which $s=1$, has a contrast below 1 whatever its constants.

For $d=60$~nm and $t=30$~s the clearing rate is 2~nm/s. Equation~\eqref{eq:inverse} gives $x=0.4396$ at clearing. Let $K=2$ and $C=0.05$~cm$^2$/mJ. Then $h=-\ln(1-x)/K=0.2896$ and $E=-\ln(1-h)/C=6.84$~mJ/cm$^2$. With $s=11.703$ from Eq.~\eqref{eq:slope} and $g=0.6192$, the contrast is $\gamma=11.703\times0.6192=7.25$. A proportional resist whose $P$ is chosen to clear at the same dose has $\gamma=g=0.62$.

The converse inference needs care. If deprotection is of second order in acid, $x=1-e^{-Kh^2}$. Since $d\ln(Kh^2)/d\ln h=2$,
\begin{equation}
g=\frac{2Kh^2}{e^{Kh^2}-1}\;\frac{CE}{e^{CE}-1},
\end{equation}
which is 1.95 at $E=1$~mJ/cm$^2$ with the same $K$ and $C$. A proportional resist that clears at this low dose would thus have a contrast of 1.95, so a contrast above 1 does not by itself show that dissolution is nonlinear. To establish nonlinear dissolution, $R$ must be compared with $x$ itself, not only with dose.

\section{Two further points for the argument}

First, a straight line through rate data over a narrow range of $x$ would not rescue proportionality. The tangent at $x_0$ is
\begin{equation}
R(x_0)+\frac{sR(x_0)}{x_0}(x-x_0)=R(x_0)\left[1+s\left(\frac{x}{x_0}-1\right)\right],
\end{equation}
where $s$ is taken at $x_0$. It passes through the origin only if $s=1$. At the clearing point above it reaches zero at $x=x_0(1-1/s)=0.402$, where the model rate is still about 0.70~nm/s. The line is a local approximation and fails when extended.

Second, steepness has a price. For small changes $\delta R/R\approx s\,\delta x/x$, so unwanted variations of conversion are amplified along with the wanted ones. If $x$ rises by 5\% of its value at clearing, Eq.~\eqref{eq:rate} gives a rate larger by a factor of 1.76; a proportional law would give 1.05.

The analysis has its own limits. The transport term is a simple model, not an established cause of the levelling in real resists. From the definition of $R_{\max}$, $L=vc_b\mathcal D/[(1+a)R_{\max}]$. With a developer of 0.26~mol/L, about 0.1~L of resist removed per mole of developer and $\mathcal D=10^9$~nm$^2$/s, the value $R_{\max}=100$~nm/s would need $L\approx0.26$~mm. The diffusion time $L^2/\mathcal D$ would then be about 67~s, far longer than the clearing time of the bright region, so the steady state would not be reached. Starting from developer at bulk concentration throughout the layer, the bright region would clear in about 0.76~s instead of 1.305~s, and a film with $x=0.8$ would recede at about 1800~nm/s on average instead of 97~nm/s, so the levelling in the table would be lost; the contrast at 30~s, where depletion is slight, would change only from 7.25 to about 7.3. For such a resist $a$, like $n$, should be read as a parameter fitted to rate data. If $x$ varies with depth $z$, the clearing time is $\int_0^d dz/R(x(z))$, and the contrast formula for a uniform film no longer applies. If conversion is clustered, $x^n$ must be replaced, as the block example shows. The argument could be repaired by restricting it to a resist with single-group removal, ample developer supply, negligible background and a surface that keeps the converted fraction of the bulk as it recedes, which needs $mx\gg1$. Without those conditions, $R=Px$ is an additional assumption about the removal mechanism, and it does not follow from the number of soluble groups.

Numerical values quoted here were computed with a short program.
